# Choosing bead number and sampling for an electronic level in a double well

## Definitions and conventions

The setting treated here fixes how nuclear configurations are drawn when a band energy is averaged over lattice motion: from path integrals with \(P\) beads, from a harmonic Gaussian, or from a self-consistent harmonic Gaussian. The model has one mode of mass \(m\) and coordinate \(x\), with

\[
H=T+V,\qquad T=-\frac{\hbar^2}{2m}\partial_x^2,\qquad V(x)=V_0\left(\frac{x^2}{x_0^2}-1\right)^2 .
\]

The minima lie at \(\pm x_0\) and the barrier height is \(V_0\). Since \(V''=(4V_0/x_0^4)(3x^2-x_0^2)\), the curvature at a minimum is \(8V_0/x_0^2\). This defines the well frequency \(\omega\) by \(m\omega^2=8V_0/x_0^2\).

The mode mixes two electronic states of energies \(\pm\Delta\) with matrix element \(gx\). The eigenvalues of the \(2\times2\) matrix are \(\pm\sqrt{\Delta^2+g^2x^2}\), and the level followed is the upper one,

\[
\varepsilon(x)=\sqrt{\Delta^2+g^2x^2},\qquad \varepsilon'=\frac{g^2x}{\varepsilon}.
\]

The quantity wanted is the adiabatic thermal mean, with \(\beta=1/kT\),

\[
\langle\varepsilon\rangle=\frac{\mathrm{Tr}\,[e^{-\beta H}\varepsilon(x)]}{Z},\qquad Z=\mathrm{Tr}\,e^{-\beta H}.
\]

The electron is assumed to follow the nuclei, which requires \(2\Delta\gg\hbar\omega\). Phonon energies in the denominators of the electronic self-energy are left out, and occupying the level does not alter \(V\).

The examples use round parameters: \(m=20\) amu, \(x_0=0.2\) Å, \(V_0=30\) meV, \(\Delta=500\) meV, \(g=2000\) meV/Å. Then \(\hbar^2/m=0.2090\) meV Å\(^2\) and

\[
\hbar\omega=\sqrt{8\times30\times0.2090/0.04}=35.4\ \text{meV}.
\]

The clamped level is 500 meV at \(x=0\) and 640.3 meV at \(x_0\). Unless stated otherwise, an error below is relative to the continuum average \(\langle\varepsilon\rangle\), obtained by diagonalising \(H\) in a sinc basis on 241 points between \(\pm0.6\) Å.

## What the bead number does

Let \(\tau=\beta/P\). The path integral replaces each factor \(e^{-\tau H}\) by

\[
S=e^{-\tau V/2}e^{-\tau T}e^{-\tau V/2}.
\]

The free-particle factor has matrix elements proportional to \(\exp[-m(x-x')^2/(2\hbar^2\tau)]\). Writing out \(\mathrm{Tr}\,S^P\) in positions, with \(x_{P+1}=x_1\), gives the weight of a closed chain of beads:

\[
\exp\left\{-\sum_{j=1}^{P}\left[\frac{m(x_j-x_{j+1})^2}{2\hbar^2\tau}+\tau V(x_j)\right]\right\}.
\]

The trace is cyclic, so every bead has the same distribution, and the estimator is the bead mean \(P^{-1}\sum_j\varepsilon(x_j)\). One bead gives classical sampling from \(e^{-\beta V}\).

### The effective Hamiltonian

Put \(A=-\tau V\), \(B=-\tau T\). Because \(S(\tau)S(-\tau)=1\), the logarithm of \(S\) is odd in \(\tau\), so \(S=\exp(A+B+C+\dots)\) with \(C\) of third order. The third-order part of \(S\) is

\[
\frac{A^3+B^3}{6}+\frac{A^2B+2ABA+BA^2}{8}+\frac{AB^2+B^2A}{4},
\]

and it must equal \((A+B)^3/6+C\). Subtraction gives

\[
C=-\frac{A^2B-2ABA+BA^2}{24}+\frac{AB^2-2BAB+B^2A}{12}
=-\frac{[A,[A,B]]}{24}+\frac{[B,[B,A]]}{12}.
\]

Each double commutator carries \((-\tau)^3\). Dividing the exponent by \(-\tau\) gives the Hamiltonian that \(P\) beads really sample:

\[
H_P=H+\tau^2W+O(\tau^4),\qquad W=\frac{[T,[T,V]]}{12}-\frac{[V,[V,T]]}{24}.
\]

From \([T,V]=-(\hbar^2/2m)(V''+2V'\partial_x)\) and \([V,\partial_x]=-V'\) follows \([V,[T,V]]=\hbar^2V'^2/m\), hence \([V,[V,T]]=-\hbar^2V'^2/m\). Since \([T,V]=[H,V]\) and \(T=H-V\),

\[
[T,[T,V]]=[H,[H,V]]-\frac{\hbar^2V'^2}{m},
\qquad
W=\frac{[H,[H,V]]}{12}-\frac{\hbar^2V'^2}{24m}.
\]

### The error of the level

To first order in \(\tau^2\),

\[
e^{-\beta H_P}=e^{-\beta H}\left[1-\tau^2\int_0^\beta d\lambda\,W(\lambda)\right],\qquad W(\lambda)=e^{\lambda H}We^{-\lambda H}.
\]

Expanding numerator and denominator of the average gives

\[
\langle\varepsilon\rangle_P-\langle\varepsilon\rangle=-\tau^2\int_0^\beta d\lambda\,\big[\langle W(\lambda)\varepsilon\rangle-\langle W\rangle\langle\varepsilon\rangle\big].
\]

For the commutator part let \(Y=[H,V]\). Then \([H,Y](\lambda)=dY(\lambda)/d\lambda\) and \(\langle[H,Y]\rangle=0\). The integral is \(\langle Y(\beta)\varepsilon\rangle-\langle Y\varepsilon\rangle\). Cyclicity turns the first term into \(\langle\varepsilon Y\rangle\), leaving

\[
\langle[\varepsilon,[T,V]]\rangle=-\frac{\hbar^2}{m}\langle V'[\varepsilon,\partial_x]\rangle=\frac{\hbar^2}{m}\langle\varepsilon'V'\rangle .
\]

Inserting both parts of \(W\), and writing \(\tau^2=(\beta\hbar\omega/P)^2/(\hbar\omega)^2\), gives the convergence law

\[
\langle\varepsilon\rangle_P-\langle\varepsilon\rangle=K\left(\frac{\beta\hbar\omega}{P}\right)^2+O(P^{-4}),
\]

\[
K=\frac{\hbar^2}{24m(\hbar\omega)^2}\left\{\int_0^\beta d\lambda\,\big[\langle V'^2(\lambda)\varepsilon\rangle-\langle V'^2\rangle\langle\varepsilon\rangle\big]-2\langle\varepsilon'V'\rangle\right\}.
\]

The law is asymptotic in \(P\) at fixed \(\beta\), for smooth \(V\) and \(\varepsilon\). The frequency \(\omega\) only sets a scale; \(K\) depends on the temperature, the mass, the potential and the observable.

### A case solvable for every \(P\)

For \(V=m\omega^2x^2/2\) the chain separates into Fourier modes. With \(w=\beta\hbar\omega/P\),

\[
\langle x^2\rangle_P=\frac{\hbar^2\tau}{mP}\sum_{k=0}^{P-1}\frac{1}{w^2+2-2\cos\phi_k},\qquad \phi_k=\frac{2\pi k}{P}.
\]

Set \(w=2\sinh(a/2)\), so that \(w^2+2=2\cosh a\), and use

\[
\frac{\sinh a}{\cosh a-\cos\phi}=\sum_{n=-\infty}^{\infty}e^{-|n|a}e^{in\phi}.
\]

The sum over \(k\) keeps the \(n\) that are multiples of \(P\) and gives \(P\coth(Pa/2)\). With \(\sinh a=w\sqrt{1+w^2/4}\),

\[
\langle x^2\rangle_P=\frac{\hbar}{2m\omega}\,\frac{\coth(Pa/2)}{\sqrt{1+w^2/4}} .
\]

At low temperature the hyperbolic cotangent tends to 1 and the relative error is \(-w^2/8\) for small \(w\). At high temperature, \(\coth z\simeq1/z+z/3\) and \(a\simeq w-w^3/24\) give

\[
\langle x^2\rangle_P\simeq\frac{1}{\beta m\omega^2}\left[1+\frac{(\beta\hbar\omega)^2}{12}-\frac{w^2}{12}\right],
\]

a relative error of \(-w^2/12\). Even here the prefactor of the relative error changes with temperature, from \(-1/8\) to \(-1/12\). The prefactor of the absolute error, which corresponds to \(K\), tends to \(-kT/(12m\omega^2)\) and so grows in proportion to \(T\) at high temperature.

## Setting the bead number

At 100 K, \(kT=8.617\) meV and \(\beta\hbar\omega=4.11\). The finite-\(P\) averages below come from diagonalising the kernel of \(S\) on the grid. Their decimals show numerical convergence, not the accuracy of the model.

| \(P\) | \(w\) | average (meV) | error (meV) | error\(/w^2\) (meV) |
|---|---|---|---|---|
| 1 | 4.110 | 626.15 | 14.127 | 0.84 |
| 4 | 1.027 | 614.32 | 2.301 | 2.18 |
| 8 | 0.514 | 612.68 | 0.657 | 2.49 |
| 16 | 0.257 | 612.19 | 0.171 | 2.60 |
| 64 | 0.064 | 612.03 | 0.011 | 2.63 |

The last column settles at the value of the formula, \(K=2.63\) meV. The quadratic law is good to about 5% at \(w\approx0.5\) but not at \(w\approx4\), where extrapolating it back would overstate the classical error threefold. The error is positive, whereas the harmonic variance is approached from below, so the sign cannot be carried over from a harmonic estimate.

For a tolerance \(\delta\), the leading term gives

\[
P\gtrsim\beta\hbar\omega\sqrt{|K|/\delta}.
\]

With \(\delta=0.5\) meV at 100 K this is \(4.11\sqrt{2.63/0.5}=9.4\), hence 10 beads, which is also what the kernel averages require. At 300 K, \(K=2.51\) meV and \(\beta\hbar\omega=1.37\) give 3.07, hence 4. The kernel averages already meet the tolerance with 3, because the higher orders lower the error slightly.

In practice \(K\) is unknown, but two runs supply it. By the leading law, \(\langle\varepsilon\rangle_P-\langle\varepsilon\rangle_{2P}=\tfrac34Kw^2\), while the remaining error at \(2P\) is \(\tfrac14Kw^2\), one third of that difference. For 8 and 16 beads this predicts \((612.68-612.19)/3=0.16\) meV, against 0.17 meV in the table. The combination

\[
\frac{4\langle\varepsilon\rangle_{2P}-\langle\varepsilon\rangle_P}{3}
\]

cancels the quadratic term, since \((4\cdot\tfrac14-1)Kw^2=0\). If the two runs have independent statistical errors of equal size, it enlarges that error by \(\sqrt{17}/3\approx1.4\). It is therefore useful when the bead error exceeds the noise.

On cooling, \(P\) must grow as \(1/T\) once \(K\) has become constant. That happens when \(kT\) is well below the tunnel splitting, here 1.64 meV (equal to \(kT\) at about 19 K), because all thermal averages then reduce to ground-state quantities. At 2 K with 512 beads and at 1 K with 1024 beads, both with \(w=0.40\), the error is 0.478 meV.

## Drawing the paths

A convenient sampler starts from a harmonic reference \(V_{\rm ref}=m\Omega^2x^2/2\), whose bead chains are Gaussian with a known covariance matrix. Given a path \(\mathbf x\) and an independent reference path \(\boldsymbol\xi\), propose

\[
\mathbf x'=\sqrt{1-s^2}\,\mathbf x+s\,\boldsymbol\xi,\qquad 0<s\le1 .
\]

If \(\mathbf x\) follows the reference, \(\mathbf x'\) has the same covariance because \((1-s^2)+s^2=1\). The cross-covariance is \(\sqrt{1-s^2}\) times the same symmetric matrix, so the pair can be exchanged without changing its joint distribution. The proposal thus obeys detailed balance for the reference, and the acceptance probability needs only the residual action:

\[
\min\left\{1,e^{-[R(\mathbf x')-R(\mathbf x)]}\right\},\qquad R(\mathbf x)=\tau\sum_j[V(x_j)-V_{\rm ref}(x_j)].
\]

With 16 beads at 100 K, \(\hbar\Omega=11.3\) meV, \(s=0.5\), and 2000 independent walkers each keeping 2000 steps after 500 discarded ones, the acceptance was 58% and the mean \(612.17\pm0.08\) meV. The uncertainty is one standard error from the scatter of walker means. The result agrees with the 16-bead value, 612.19 meV. The bead error of 0.17 meV is about twice the statistical one, so more steps alone would soon stop helping.

The level is even in \(x\), so unequal populations of paths and their mirror images do not bias it. An odd observable has no such protection and needs proper sampling of both wells.

## What the harmonic setting does

At \(x=0\) the curvature is negative and no normalisable harmonic Gaussian exists. The Gaussian must be centred in one well, with

\[
\sigma^2=\frac{\hbar}{2m\omega}\coth\frac{\beta\hbar\omega}{2}.
\]

At 100 K, \(\sigma=0.055\) Å, and Gauss–Hermite quadrature of the full level gives 646.2 meV, an error of \(+34.2\) meV. Relative to the clamped level at the minimum, the harmonic shift is \(646.2-640.3=+5.9\) meV, while the true shift is \(612.0-640.3=-28.3\) meV. The sign is wrong.

Expanding the level to second order does not cause this. Differentiating \(\varepsilon'\) gives

\[
\varepsilon''=\frac{g^2}{\varepsilon}-\frac{g^4x^2}{\varepsilon^3}=\frac{g^2\Delta^2}{\varepsilon^3},
\]

and \(\varepsilon(x_0)+\tfrac12\varepsilon''(x_0)\sigma^2=646.1\) meV, nearly the full Gaussian average. The fault lies in the distribution of \(x\). Keeping higher derivatives of the level cannot repair it.

A high barrier does not repair the sign either. The well is softer towards \(x=0\), and its cubic term moves the mean position by \(-V'''(x_0)\sigma^2/(2m\omega^2)=-3\sigma^2/(2x_0)\) to leading order. Multiplied by \(\varepsilon'(x_0)\), this shifts the level by \(-3g^2\sigma^2/(2\varepsilon)\), with \(\varepsilon\) taken at \(x_0\). The harmonic term is \(+g^2\Delta^2\sigma^2/(2\varepsilon^3)\), which is smaller by the factor \(3\varepsilon^2/\Delta^2>3\). Both are of first order in \(\sigma^2\), so their ratio does not depend on the barrier height.

## What the self-consistent harmonic setting does

This setting uses a Gaussian of centre \(c\) and frequency \(\Omega\) that minimises the variational free energy

\[
F(c,\Omega)=F_\Omega-\tfrac12m\Omega^2\sigma^2+\langle V\rangle_{c,\sigma},
\]

an upper bound to the true free energy. Here \(F_\Omega\) is the oscillator free energy and \(\sigma^2\) has the form above with \(\omega\to\Omega\). Since \(dF_\Omega/d\Omega=m\Omega\sigma^2\) cancels the explicit derivative of the second term, and \(\partial\langle V\rangle/\partial\sigma^2=\tfrac12\langle V''\rangle\) for a Gaussian, stationarity gives

\[
m\Omega^2=\langle V''\rangle,\qquad\langle V'\rangle=0 .
\]

With \(\langle x^3\rangle=c^3+3c\sigma^2\), the second condition is \(c(c^2+3\sigma^2-x_0^2)=0\). Inserting \(c=0\) or \(c^2=x_0^2-3\sigma^2\) into \(\langle V''\rangle=(4V_0/x_0^4)(3c^2+3\sigma^2-x_0^2)\) gives

\[
c=0:\ \ \Omega^2=\frac{\omega^2}{2}\left(\frac{3\sigma^2}{x_0^2}-1\right);\qquad
c^2=x_0^2-3\sigma^2:\ \ \Omega^2=\omega^2\left(1-\frac{3\sigma^2}{x_0^2}\right).
\]

The displaced solution cannot exist at high temperature. Put \(r=\Omega^2/\omega^2\). The variance is at least its classical value, \(\sigma^2\ge kT/(m\Omega^2)=kTx_0^2/(8V_0r)\), so

\[
r\le1-\frac{3kT}{8V_0r}\quad\Rightarrow\quad r^2-r+\frac{3kT}{8V_0}\le0 .
\]

A real \(r\) requires \(kT\le\tfrac23V_0=20\) meV, or about 232 K. This is a bound; the solution may vanish earlier.

At 100 K the equations have three solutions with \(c\ge0\). One, at \(c=0.078\) Å with \(F=19.3\) meV, is not a minimum of \(F\). The other two are minima:

- Symmetric: \(\hbar\Omega=11.3\) meV, \(F=18.5\) meV, average 556.0 meV, error \(-56.0\) meV.
- Displaced: \(\hbar\Omega=30.1\) meV, \(c=0.170\) Å, \(F=16.3\) meV, average 613.2 meV, error \(+1.2\) meV.

The true free energy is 9.6 meV. The displaced solution is selected although the true thermal state has \(\langle x\rangle=0\). At 100 K its error for this even level is small, with \(c^2+\sigma^2=0.0326\) Å\(^2\) close to the true \(\langle x^2\rangle=0.0323\) Å\(^2\). The closeness is partly an accident of temperature: the error of the displaced solution is \(+7.5\) meV at 10 K, changes sign near 120 K and is \(-2.2\) meV at 140 K.

At 300 K, \(kT=25.9\) meV exceeds the bound and only the symmetric solution remains. Its average is 566.4 meV against a true 610.6 meV. Following the lower free energy from 100 to 300 K therefore changes the level by \(-47\) meV, while the true change is \(-1.4\) meV. This apparent temperature dependence is produced by the switch of solution. The two free energies cross at about 137 K, where \(c\) drops abruptly from 0.165 Å to 0 and the level falls by 51 meV; the displaced minimum survives as a metastable solution up to about 200 K.

The symmetric solution fails mainly because its variance is too small. A centred Gaussian given the true \(\langle x^2\rangle\) at 100 K yields 603.0 meV. Correcting the variance while keeping the Gaussian shape thus reduces the error from \(-56.0\) to \(-9.0\) meV.

## Guidance

1. Look for negative curvature at the symmetric structure. If it is present, do not take even the sign of the shift from one-well harmonic sampling. A high barrier suppresses tunnelling and hopping but not the effect of the well's asymmetry, which enters at the same order in \(\sigma^2\) as the harmonic shift.
2. With self-consistent harmonic sampling, search from both centred and displaced starts, compare free energies, and record \(c\) at each temperature. Treat a jump in the level where the selected solution switches and \(c\) drops to zero as suspect until path integrals confirm it.
3. For path integrals, begin with \(P\approx2\beta\hbar\omega\), which gives \(w\approx0.5\), then double \(P\) and take one third of the change as the remaining error. If a further doubling does not reduce the change about fourfold, the quadratic regime has not been reached or noise dominates.
4. Scale \(P\) as \(1/T\) when cooling, and repeat the doubling for each new observable, because \(K\) belongs to the observable as well as to the mode.

None of these choices restores what the adiabatic mean omits. If the electronic gap \(2\Delta\) approaches \(\hbar\omega\), a converged bead number gives a converged value of the wrong quantity. The model has one mode and two levels. In a crystal the adiabatic condition concerns every pair of states that the modes couple, including nearby states of the same band, and in polar materials it fails for long-wavelength optical modes however large the gap. With many modes, the highest frequency sets the starting bead number.

Numerical values quoted here were computed with a short program.
